# Levels of Four Equally Coupled Dangling Bonds Around a Silicon Vacancy

## The problem

Removing one atom from a silicon crystal leaves four broken bonds. Each of the four neighbours keeps one hybrid orbital, a dangling bond, which points into the empty site. The neighbours sit at the corners of a regular tetrahedron.

Describe the vacancy by these four orbitals alone, $\phi_1,\dots,\phi_4$, each with its positive lobe pointing inward. Ignore their coupling to the rest of the crystal, treat the electrons as independent, and take the orbitals as orthonormal. Each orbital has energy $e$, and each pair has the matrix element $-t$ with $t>0$, so that in-phase neighbours lower the energy. The number $t$ is called the hopping energy.

1. Find the levels, their degeneracies and the separation between the lowest level and the next one.
2. Find how the separation changes if each pair of orbitals has an overlap $s$.
3. The neutral vacancy has four electrons, one from each broken bond. Decide whether the regular tetrahedron is stable in this model.

For numbers, use the round model values $e=0.20$ eV (from a chosen energy zero) and $t=0.30$ eV. They are not fitted to silicon.

## A tempting solution

Two coupled orbitals give a bonding level $e-t$ and an antibonding level $e+t$, placed symmetrically about $e$. In the vacancy each orbital has three partners instead of one, so it seems natural to replace $t$ by $3t$. The bonding level is then $e-3t$ and the antibonding level $e+3t$. Two levels remain. The sum of the levels must equal the sum of the diagonal elements, $4e$, so the remaining two are placed at $e$:

$$e-3t,\qquad e,\qquad e,\qquad e+3t .$$

The list has the right sum, and its lowest level is correct. The other three are wrong.

## Where it fails

An energy $e+3t$ would require each orbital to be out of phase with all three of its partners. Two orbitals can have opposite signs. Among three orbitals, however, if 1 is opposite to 2 and 2 is opposite to 3, then 1 and 3 have the same sign. In a tetrahedron every orbital is a partner of every other, so this conflict cannot be avoided.

The energy of a general state shows how high the levels can reach. Let $\psi=\sum_i c_i\phi_i$ with real amplitudes and $\sum_i c_i^2=1$. Real amplitudes suffice because the matrix is real and symmetric. Then

$$E=\sum_i e\,c_i^2-2t\sum_{i<j}c_ic_j=e-2t\sum_{i<j}c_ic_j .$$

The factor 2 appears because each pair enters the matrix twice, as $H_{ij}$ and as $H_{ji}$. Squaring the sum of the amplitudes gives

$$\Big(\sum_i c_i\Big)^2=\sum_i c_i^2+2\sum_{i<j}c_ic_j=1+2\sum_{i<j}c_ic_j ,$$

and therefore

$$E=e+t-t\Big(\sum_i c_i\Big)^2 .$$

A square cannot be negative, so for $t>0$ no state lies above $e+t$. The proposed level $e+3t$ does not exist.

The sum of the levels could not reveal the error, but the sum of their squares measured from $e$ does. It must equal the sum of the squares of all elements of $H-eI$, where $I$ is the unit matrix. There are twelve off-diagonal elements of size $t$, which gives $12t^2$. The tempting list gives $9t^2+0+0+9t^2=18t^2$.

## The right solution

### Why one hopping energy is enough

The equal couplings follow from symmetry. Consider the mirror plane that contains corners 3 and 4 and passes midway between corners 1 and 2. Reflection exchanges 1 and 2 and leaves 3 and 4 in place. Each hybrid is symmetric about its own axis and has its positive lobe inward, so the reflection exchanges $\phi_1$ and $\phi_2$ without a change of sign. There is such a mirror plane for each pair, and repeated exchanges produce all $4!=24$ orderings of the corners. Any pair can thus be carried into any other pair. Since the Hamiltonian is unchanged by these operations, all six couplings are equal, and so are all four diagonal elements.

This was tested on a random symmetric matrix whose couplings differed by up to 1.195. Averaging it over the 24 operations reduced the differences to about $10^{-16}$, which is rounding error.

### The levels

The matrix is

$$H=\begin{pmatrix}e&-t&-t&-t\\-t&e&-t&-t\\-t&-t&e&-t\\-t&-t&-t&e\end{pmatrix}=(e+t)I-tJ,$$

where every element of $J$ is 1. On the diagonal the right side gives $(e+t)-t=e$, and off the diagonal it gives $-t$, as required.

Acting on a vector $c$, the matrix $J$ puts the sum $c_1+c_2+c_3+c_4$ in every place. There are two cases.

**Equal amplitudes.** For $a=\tfrac12(1,1,1,1)$ the sum is 2. Every component of $Ja$ is therefore 2, which is four times $\tfrac12$, so $Ja=4a$ and

$$Ha=(e+t)a-4t\,a=(e-3t)a,\qquad E_a=e-3t .$$

**Amplitudes that sum to zero.** Here $Jc=0$, and

$$Hc=(e+t)c,\qquad E_t=e+t .$$

The condition $c_1+c_2+c_3+c_4=0$ is one linear equation for four components, so it leaves three independent vectors. A convenient orthonormal set is

$$\tfrac12(1,1,-1,-1),\qquad \tfrac12(1,-1,1,-1),\qquad \tfrac12(1,-1,-1,1).$$

Together with $a$ they make four independent states, so no level is missing. The separation is

$$E_t-E_a=(e+t)-(e-3t)=4t .$$

The three vectors have a simple geometrical meaning. Place the corners at $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. Reading off the $x$ coordinates of the four corners gives $(1,1,-1,-1)$, and the $y$ and $z$ coordinates give the other two vectors. The triplet states change sign across the vacancy like three $p$ orbitals, while the symmetric state resembles an $s$ orbital.

Both earlier checks now hold. The levels sum to $(e-3t)+3(e+t)=4e$, and their squares measured from $e$ sum to $9t^2+3t^2=12t^2$.

With the model values,

$$E_a=0.20-3(0.30)=-0.70\ \text{eV},\qquad E_t=0.20+0.30=0.50\ \text{eV},$$

and the separation is $1.20$ eV, or $4.00\,t$. Numerical diagonalization gives the same levels, with the upper one appearing three times.

### What the factor four counts

For $N$ orthonormal orbitals, all equally coupled, the same steps apply with $Ja=Na$. The levels are $e-(N-1)t$ once and $e+t$ repeated $N-1$ times, with separation $Nt$. For $N=2$ this is the familiar $2t$. The factor four therefore counts the orbitals, not the three partners of each. Adding orbitals lowers the symmetric level but leaves the upper level at $e+t$, which is the point the tempting solution missed.

If $t\to0$, all four levels merge at $e$. If $t$ is negative, the formulas still hold but the order is reversed: the triplet lies below the symmetric level by $4|t|$.

## Overlapping orbitals

Hybrids on neighbouring atoms are not automatically orthogonal. Let each pair have overlap $s$, while $e$ and $-t$ remain the matrix elements of $H$. The levels then follow from $Hc=E\,Sc$, with

$$S=(1-s)I+sJ .$$

The vectors found above still solve the problem, because $S$ is also built from $I$ and $J$. For equal amplitudes $Sa=(1-s+4s)a=(1+3s)a$. For amplitudes that sum to zero $Sc=(1-s)c$. Hence

$$E_a=\frac{e-3t}{1+3s},\qquad E_t=\frac{e+t}{1-s}.$$

Both denominators must be positive, since they come from squared lengths of states. This requires $-\tfrac13<s<1$. Over a common denominator, the numerator of $E_t-E_a$ is

$$(e+t)(1+3s)-(e-3t)(1-s)=e(1+3s-1+s)+t(1+3s+3-3s)=4se+4t,$$

so

$$E_t-E_a=\frac{4(t+se)}{(1-s)(1+3s)} .$$

For $s=0.05$ the levels are $-0.70/1.15=-0.609$ eV and $0.50/0.95=0.526$ eV. Their separation is $1.135$ eV, or $3.78\,t$. The pattern of one level and three survives because symmetry fixes it. The order is not fixed by symmetry: the triplet lies above the symmetric level only if $t+se>0$. The factor of four hopping energies depends on orthogonality, and the ratio $3.78$ belongs to the chosen energy zero.

The appearance of $e$ in a level separation may look suspicious, since a separation cannot depend on the energy zero. Shifting the zero by $c_0$ changes $H$ to $H+c_0S$. Then $e$ becomes $e+c_0$ and $-t$ becomes $-t+c_0s$, so $t$ becomes $t-c_0s$. The combination $t+se$ becomes $t-c_0s+se+c_0s=t+se$ and is unchanged. With overlap, a value of $t$ has meaning only together with its energy zero.

## Four electrons and the shape of the vacancy

Return to orthonormal orbitals. Each level state holds two electrons of opposite spin. Two of the four electrons fill the symmetric level, and two enter the triplet, which has room for six. The total is

$$2(e-3t)+2(e+t)=4e-4t=-0.40\ \text{eV}.$$

A partly filled degenerate level suggests trying a distortion that splits it. Let atoms 1 and 2 approach each other, and likewise atoms 3 and 4, so that these two couplings become $-(t+d)$. The other four can keep their distances to first order. For a small $\delta$, move atom 1 to $(1+\delta,1-\delta,1-\delta)$ and atom 3 to $(-1-\delta,1-\delta,-1+\delta)$, with atoms 2 and 4 moved correspondingly. The squared distance between 1 and 3 is then

$$(2+2\delta)^2+(2-2\delta)^2=8+8\delta^2,$$

with no linear term, while the distance between 1 and 2 shrinks by the factor $1-\delta$. The model keeps $e$ and the other four couplings fixed, which to first order also assumes that the hybrids keep their directions.

The four vectors found above remain eigenvectors. In each of them, let $p$ be the amplitude of an atom's close partner divided by the atom's own amplitude, and let $r$ be the sum of the same ratios for the other two atoms. Every row of the matrix then gives $E=e-(t+d)p-tr$:

- $(1,1,1,1)$ has $p=1$, $r=2$, so $E=e-3t-d$.
- $(1,1,-1,-1)$ has $p=1$, $r=-2$, so $E=e+t-d$.
- $(1,-1,1,-1)$ and $(1,-1,-1,1)$ have $p=-1$, $r=0$, so $E=e+t+d$ for both.

For $d>0$ the four electrons fill the two lowered levels, with total energy

$$2(e-3t-d)+2(e+t-d)=4e-4t-4d .$$

The electronic gain is $4d$. For $d=0.05$ eV the levels are $-0.75$, $0.45$, $0.55$ and $0.55$ eV, and the total falls from $-0.40$ to $-0.60$ eV, a gain of $0.20$ eV.

Not all of this gain comes from splitting the triplet. Strengthening two of the six couplings by $d$ also raises their average by $d/3$. A uniform increase of $t$ by $d/3$ lowers the total $4e-4t$ by $4d/3$, but it only contracts the tetrahedron and leaves it regular. To judge the shape alone, keep the average coupling fixed: two couplings become $-(t+\tfrac23d)$ and the other four $-(t-\tfrac13d)$. Compared with the levels above, $t$ is smaller by $d/3$ everywhere, which raises the symmetric level by $d$ and lowers the other three by $d/3$. The levels are then

$$e-3t,\qquad e+t-\tfrac43d,\qquad e+t+\tfrac23d\ \text{(twice)},$$

and for $d>0$ the four electrons gain $\tfrac83d$.

The change of shape also strains the surrounding bonds. Let the regular tetrahedron have the size at which it neither contracts nor expands. By symmetry the strain cost of a change of shape has no linear term, so it begins as $\tfrac12Kd^2$, with $K>0$ if the surrounding bonds resist the change. The energy change $-\tfrac83d+\tfrac12Kd^2$ is negative for small positive $d$ and, along this distortion, has its minimum where $-\tfrac83+Kd=0$, at $d=8/(3K)$. The regular tetrahedron is therefore unstable in this model. This is a Jahn–Teller distortion. Pairing is not the only change of shape that splits the triplet. If the three couplings among atoms 2, 3 and 4 grow by $g$ and the three couplings to atom 1 shrink by $g$, the state $(3,-1,-1,-1)/\sqrt{12}$ falls by $2g$ to first order and the electrons gain $4g$. Which shape has the lowest energy depends on how strongly the surrounding bonds resist each one, and the four-orbital model does not fix that.

The sign of $d$ matters. Return to the first distortion, in which only two couplings change. For small negative $d$ the symmetric level rises by $|d|$, while the lower part of the triplet, now a degenerate pair, falls by $|d|$. With two electrons in each, the changes cancel, and the total stays at $-0.40$ eV for $d=-0.05$ eV. The cancellation includes the loss from a weaker average coupling. With the average fixed, the symmetric level stays in place and the pair falls by $\tfrac23|d|$, so the electrons gain $\tfrac43|d|$. A change of shape with either sign thus lowers the electronic energy, but positive $d$ gains twice as much.

## Where the model stops

The result $4t$ belongs to four orthonormal orbitals in a regular tetrahedron, cut off from the crystal. Coupling to the other bonds of the crystal adds states to the matrix, and the separation is then no longer fixed by $t$ alone. Repulsion between the electrons is also absent, so the gain $\tfrac83d$ from the change of shape is an independent-electron estimate and not a prediction of the distortion energy in silicon. The computed levels and energies are listed in the numerical output below.

## Table of computed values

```
Symmetry operations of the tetrahedron: 24
Random couplings, spread before averaging: 1.195
Random couplings, spread after averaging: 1.1e-16
Orbital energy e: 0.20 eV
Hopping energy t: 0.30 eV
Four levels: -0.700, 0.500, 0.500, 0.500 eV
Symmetric-state amplitudes: 0.500, 0.500, 0.500, 0.500
Separation: 1.200 eV
Separation divided by t: 4.000
Sum of the four levels: 0.800 eV
Pair overlap s: 0.05
Four levels with overlap: -0.6087, 0.5263, 0.5263, 0.5263 eV
Separation with overlap: 1.1350 eV
Separation with overlap divided by t: 3.783
Extra pair coupling d: 0.05 eV
Four levels with pairing: -0.750, 0.450, 0.550, 0.550 eV
Four levels with d reversed: -0.650, 0.450, 0.450, 0.550 eV
Four-electron energy, regular: -0.400 eV
Four-electron energy, paired: -0.600 eV
Four-electron energy, d reversed: -0.400 eV
Electronic energy gain from pairing: 0.200 eV
```
